\section*{Why magnetron ionization zones can rotate against the electron drift}

\section{A pattern slower than its electrons, and opposed to them}

In the argon magnetron model worked out below, electrons circle the racetrack at 175 km/s. The fastest-growing density pattern has two crests round the ring and moves at 5.5 km/s, about 3\% of that speed, in the opposite direction. These figures give all electrons at one place the same energy. With a Maxwellian spread the two-crest pattern decays, and the pattern that grows, at a weaker field, has one crest and still moves against the electrons. The electrons therefore do not carry the pattern. What moves it is mainly the place where they ionize, which depends on how they gain energy and how far they carry it. Ions leaving the crest add to the motion.

Let $s$ run along the electron $E\times B$ drift and $z$ away from the target. The model is a local slab with straight field lines perpendicular to both. At the chosen height
\begin{equation}
E_0=\frac{d\phi_0}{dz}>0,\qquad \frac1{L_n}=\frac{n_0'}{n_0}>0,\qquad \frac1{L_B}=-\frac{B'}{B}>0 .
\end{equation}
Energies are in eV and potentials in V, so the electron charge drops out of their ratio. Subscripts $s,z,t$ denote derivatives, except that $v_s$ and $v_z$ are velocity components. The neutral gas is uniform. The theory describes small perturbations $\propto e^{\sigma t+iks}$: it gives the onset of zones, not their final amplitude.

The example has $B=20$ mT, $E_0=3$ V/mm, $L_B=10$ mm, $L_n=5$ mm, mean perpendicular electron energy $\varepsilon_0=5$ eV and racetrack radius $R=25$ mm. Mode $m$ has $k=m/R$.

\section{What the velocity of a pattern means}

For a density $n(s,t)$ that may also be growing, define $V$ as the value that minimizes $\langle(n_t+Vn_s)^2\rangle$ over the ring. Setting the derivative with respect to $V$ to zero gives
\begin{equation}
V=-\frac{\langle n_t n_s\rangle}{\langle n_s^2\rangle}. \label{V}
\end{equation}
Uniform growth, $n_t\propto n-n_0$, contributes nothing, because $\langle (n-n_0)n_s\rangle=0$ on a closed ring. If density rises on the upstream flank, where $n_s>0$, then $V<0$. The crest moves upstream although no matter need travel with it. For a single mode, $V=-\operatorname{Im}\sigma/k$.

\section{Contribution 1: energy from the field gradient}

In uniform $B$, the pure $E\times B$ drift is perpendicular to $\mathbf E$, so the field does no work on it. The gradient of $B$ changes this. An azimuthal potential slope drives the electron guiding centre along $z$ with $v_z=-\phi_s/B$. Its magnetic moment, proportional to $\varepsilon/B$, is conserved when the fields change slowly over a gyration, so
\begin{equation}
\frac{d\varepsilon}{dt}=\frac{\varepsilon}{B}B'v_z
=\frac{\varepsilon}{B}\left(-\frac{B}{L_B}\right)\left(-\frac{\phi_s}{B}\right)
=v_B\phi_s,\qquad v_B=\frac{\varepsilon}{BL_B}.
\end{equation}
An electron climbing into a potential hump is pushed towards the target, into stronger field, and heated. On the far flank it is cooled. Here $v_B$ is the gradient drift, also along $+s$, so the total drift is
\begin{equation}
u=\frac{E_0}{B}+v_B=150+25=175\ \text{km/s}.
\end{equation}
In a steady, loss-free crossing, $u\varepsilon_s=v_B\phi_s$. A rise of 2 V then gives $2\times25/175=0.29$ eV.

\section{Contribution 2: a density crest makes a potential crest}

With electron inertia and collisions neglected, force balance gives the fluxes
\begin{equation}
nv_s=\frac{n\phi_z-p_z}{B},\qquad nv_z=\frac{-n\phi_s+p_s}{B},\qquad p=n\varepsilon .
\end{equation}
In their divergence the mixed second derivatives cancel. Since $(1/B)'=1/(BL_B)$, there remains
\begin{equation}
\nabla\!\cdot(n\mathbf v)=\frac1B\left[n_s\phi_z-n_z\phi_s+\frac{p_s-n\phi_s}{L_B}\right].
\end{equation}
Put $n=n_0(1+N)$, $\varepsilon=\varepsilon_0+\varepsilon_1$, $\phi=\phi_0+\phi_1$, with $\varepsilon_0$ locally uniform. To first order, $p_s=n_0(\varepsilon_0N_s+\varepsilon_{1s})$, and
\begin{equation}
\nabla\!\cdot(n\mathbf v)=n_0\left[uN_s+\frac{v_B}{\varepsilon_0}\varepsilon_{1s}-\frac GB\phi_{1s}\right],
\qquad G=\frac1{L_n}+\frac1{L_B}.
\end{equation}
Ions and electrons have the same density and the same ionization source. Assume also that their perturbed losses are equal. Subtracting the continuity equations makes this divergence equal to that of the azimuthal ion flux, $n_0w_s$, where $w$ is the ion velocity. Every term carries $ik$, which cancels:
\begin{equation}
\phi_1=\frac BG\left(uN+\frac{v_B}{\varepsilon_0}\varepsilon_1-w\right). \label{phi}
\end{equation}
The first term dominates in the example. Its coefficient is
\begin{equation}
a=\frac{Bu}{G}=\frac{0.020\times1.75\times10^5}{300}=11.7\ \text{V}.
\end{equation}
The sign requires $G>0$, which means that $n_0/B$ increases away from the target.

\section{Contribution 3: ionization, displaced by drift}

Ions fall to the target through a height $h=10$ mm. With $q=e/M$, free fall, $h=\tfrac12qE_0t^2$, gives the loss rate $\nu_L=\sqrt{qE_0/(2h)}=6.02\times10^5\ \text{s}^{-1}$. In equilibrium the ionization rate per electron equals $\nu_L$. An Arrhenius form with argon's ionization energy $E_i=15.76$ eV gives
\begin{equation}
\nu_i=\nu_Le^{E_i(1/\varepsilon_0-1/\varepsilon)},\qquad
\nu'=\left.\frac{d\nu_i}{d\varepsilon}\right|_{\varepsilon_0}=\frac{\nu_LE_i}{\varepsilon_0^2}=3.79\times10^5\ \text{s}^{-1}\text{eV}^{-1}.
\end{equation}
Let each new ion pair cost $E_c=40$ eV, including excitation and the energy given to the new electron, and let the background heating stay fixed. All electrons at one place are given the same energy, a strong simplification whose effect on growth is examined in the last section. Then
\begin{equation}
(\sigma+iku+\nu_\varepsilon)\varepsilon_1=ikv_B\phi_1,\qquad
\nu_\varepsilon=E_c\nu'=1.52\times10^7\ \text{s}^{-1}. \label{energy}
\end{equation}
To isolate ionization, hold the ions still azimuthally, take $\phi_1=aN$ and neglect $\sigma$ beside $\nu_\varepsilon+iku$. Density accumulation, $\sigma N=\nu'\varepsilon_1$, becomes
\begin{equation}
\sigma=\frac{ik\nu'v_Ba}{\nu_\varepsilon+iku}
=kV_0\nu_\varepsilon\frac{ku+i\nu_\varepsilon}{\nu_\varepsilon^2+k^2u^2},\qquad V_0=\frac{v_Ba}{E_c}=7.3\ \text{km/s}. \label{ion}
\end{equation}
Both parts are positive, so the pattern grows and moves along $-s$.

If energy is spent at once ($ku\ll\nu_\varepsilon$), ionization peaks on the rising flank, a quarter wave upstream of the density. The pattern then moves at $-V_0$ with little growth. If energy is carried far ($ku\gg\nu_\varepsilon$), ionization peaks near the crest, feeding growth but little motion. For $m=2$, $k=80\ \text{m}^{-1}$ and $ku=1.40\times10^7\ \text{s}^{-1}$, close to $\nu_\varepsilon$, so both effects matter. Equation (\ref{ion}) gives a growth rate of $291\ \text{ms}^{-1}$ and a velocity of $-3.9$ km/s.

\section{Contribution 4: ions leave the hump}

The potential hump pushes ions out. New ions start at rest, which dilutes the azimuthal momentum at rate $\nu_L$. Hence
\begin{equation}
(\sigma+\nu_L)w=-ikq\phi_1,\qquad \sigma N=\nu'\varepsilon_1-ikw. \label{ions}
\end{equation}
With $\phi_1=aN$, outflow adds $-k^2aq/(\sigma+\nu_L)$ to $\sigma$. Its real part damps a growing wave. Its imaginary part has the sign of $\operatorname{Im}\sigma$, so ion inertia speeds up the existing motion.

Equations (\ref{phi}), (\ref{energy}) and (\ref{ions}) form a $3\times3$ eigenvalue problem, solved numerically for the root of largest growth. For $m=2$ the ionization crest lies $49^\circ$ of wave phase upstream of the density crest, and the potential crest $2^\circ$ upstream. A 10\% density modulation goes with 1.20 V and 0.114 eV, so $|\varepsilon_1/N|=1.14$ eV. With one more digit kept, ionization contributes $\nu'\times1.144\cos48.7^\circ\approx286\ \text{ms}^{-1}$ to growth. The outflow entry in the growth column is the difference from the total:

\begin{center}
\begin{tabular}{lcc}
$m=2$ & growth (ms$^{-1}$) & velocity (km/s)\\
ionization & $+286$ & $-4.1$\\
ion outflow & $-195$ & $-1.4$\\
total & $+91$ & $-5.5$
\end{tabular}
\end{center}

Growth is a modest remainder of two large opposing terms. Both velocity terms point upstream, but they are not independent: outflow reinforces whichever motion exists, and for this mode ionization selects the upstream one.

\section{The balance at long wavelength}

Write $D=\sigma+iku+\nu_\varepsilon$, $S=\sigma+\nu_L$, $b=1/(L_BG)$ and $d=B/G$. Since $Bv_B/(\varepsilon_0G)=b$, equation (\ref{phi}) reads $\phi_1=aN+b\varepsilon_1-dw$. Substituting $\varepsilon_1=ikv_B\phi_1/D$ and $w=-ikq\phi_1/S$ gives
\begin{equation}
\sigma=a\,\frac{ik\nu'v_B/D-k^2q/S}{1-ikv_Bb/D-ikdq/S}.
\end{equation}
For small $k$ the leading result is $\sigma=ikV_0$. Insert it in $D$, so that
\begin{equation}
\frac1D\simeq\frac1{\nu_\varepsilon}\left[1-\frac{ik(u+V_0)}{\nu_\varepsilon}\right],
\end{equation}
and use $S\simeq\nu_L$ in the terms already of higher order. Expanding the denominator to first order in $k$ and multiplying out,
\begin{equation}
\sigma\simeq ikV_0+k^2\left[\frac{V_0(u+V_0-v_Bb)}{\nu_\varepsilon}-\frac{aq}{\nu_L}-\frac{V_0dq}{\nu_L}\right].
\end{equation}
Because $d=a/u$, the last two terms combine. With $u'=u-v_Bb=167$ km/s,
\begin{equation}
\operatorname{Re}\sigma\simeq k^2\left[\frac{V_0(u'+V_0)}{\nu_\varepsilon}-\frac{aq}{\nu_L}\left(1+\frac{V_0}{u}\right)\right]
=k^2(83.6-48.8)\ \text{m}^2/\text{s}.
\end{equation}
For $V_0\ll u$ and $u'\simeq u$, long-wave growth requires
\begin{equation}
v_Bu>\frac{qE_c^2E_i}{\varepsilon_0^2}.
\end{equation}
Drift alone is thus insufficient: ionization must be cheap enough, and the field gradient strong enough, to beat ion escape.

With $E_0$, $\varepsilon_0$, $\nu_L$ and the lengths fixed, $a$ does not depend on $B$, while $u$, $u'$ and $V_0$ vary as $1/B$. The ratio of the two bracketed terms then varies as $1/B^2$, which puts the long-wave threshold at $20\sqrt{83.6/48.8}=26.2$ mT. A numerical search over $m=1$ to 5 puts the threshold for these modes at 26.8 mT. Some shorter waves still grow above this field in the same equations (at 28 mT from $m=11$ on), and the fastest of them move downstream, so it is not a threshold for every pattern on the ring.

\section{Which pattern grows, and what removes it}

\begin{center}
\begin{tabular}{lccccc}
$m$ & 1 & 2 & 3 & 4 & 5\\
growth (ms$^{-1}$) & 47 & 91 & 65 & 41 & 29\\
velocity (km/s) & $-6.6$ & $-5.5$ & $-5.2$ & $-5.3$ & $-5.3$
\end{tabular}
\end{center}

Mode 2 grows by a factor $e$ in 11 $\mu$s, and its crests pass a fixed point at 70 kHz. Higher modes grow more slowly but are still unstable at $m=5$, the last one listed. All five modes have $kL_n\le1$, so their wavelengths exceed the gradient length, and structure along $z$, which the local model leaves out, could alter the rates.

The nearly constant speed of the higher modes resembles that of an ion sound wave, but with $a$ in place of the electron temperature. Without ionization and loss, and with $\phi_1=aN$, equations (\ref{ions}) give $\sigma^2=-k^2aq$, a wave of speed $\sqrt{aq}$. From $q=2h\nu_L^2/E_0=2.4\times10^6$ C/kg this is 5.3 km/s.

Two changes to the equations expose the causes. With uniform $B$, the least damped of the five modes decays at $120\ \text{ms}^{-1}$. If the gradient stays but $iku$ is deleted from the energy equation alone, it decays at $65\ \text{ms}^{-1}$. Both the energy gain and its transport by drift are needed in this example.

\section{How far the numbers can be trusted}

The parameters are rough values for a small DC magnetron at 5 mTorr. In such discharges at low current, zones moving against the electron drift at roughly a few km/s are known, so the model speed has the right order. The threshold in $B$ depends on these rough inputs and should not be read as a design limit.

Real field lines are arched. Halving $L_B$, a crude stand-in for the extra curvature drift, raises the $m=2$ growth from 91 to $355\ \text{ms}^{-1}$ and the speed to 7.4 km/s. The other changes below are also made one at a time at $m=2$.

\begin{itemize}
\item A cost of 50 eV per pair leaves the speed near 5.6 km/s but cuts growth to $17\ \text{ms}^{-1}$.
\item For a rough ion--neutral cross-section of $10^{-18}\ \text{m}^2$ and gas at 300 K, the ion mean free path is 6.2 mm, shorter than the fall height. Adding friction at the rate $h\nu_L$ divided by this path, with $\nu_L$ held fixed, gives $182\ \text{ms}^{-1}$ and 4.3 km/s. Friction holds ions in the hump.
\item If electron loss does not respond to the density perturbation, growth falls to $72\ \text{ms}^{-1}$.
\end{itemize}

The electron gyroradius is 4\% of $L_B$, and the ion gyrofrequency is 8\% of $\nu_L$, which supports the drift treatment of electrons and the neglect of magnetic force on ions. Turbulent electron transport is not included.

The growth at 20 mT also rests on giving all electrons at one place the same energy. The Arrhenius rate presupposes a spread, and faster electrons have a faster gradient drift. On a rising density flank they arrive from where the density is lower, which reduces the gain in mean energy. For a Maxwellian spread of perpendicular energy, equation (\ref{energy}) becomes
\begin{equation}
[\sigma+ik(u+2v_B)+\nu_\varepsilon]\varepsilon_1=ikv_B(\phi_1-\varepsilon_0N).
\end{equation}
All five modes then decay at 20 mT, $m=2$ at $109\ \text{ms}^{-1}$ but $m=1$ at only $1.6\ \text{ms}^{-1}$; the threshold for these modes drops to 19.8 mT. At 15 mT, with the other inputs unchanged, $m=1$ grows at $38\ \text{ms}^{-1}$ and still moves upstream, at 3.9 km/s. The mechanism survives the change, but the growth rates and the field at which zones appear do not. Collisions may be too rare to keep the spread Maxwellian during a crossing, so reliable rates need a kinetic treatment of the electrons.

In strongly driven pulsed magnetrons, zones can move with the electron drift. Equation (\ref{V}) then demands a net density gain on the downstream flank. In the 20 mT example, ionization favours the upstream flank instead. With a single electron energy, however, the same example also has a second root, moving downstream at about 5 km/s, that grows from $m=9$ on. At $m=20$ it grows at $43\ \text{ms}^{-1}$ against $11\ \text{ms}^{-1}$ for the upstream root, and it stays below the $91\ \text{ms}^{-1}$ of $m=2$. The model therefore does not exclude that direction, although with the Maxwellian spread these short waves decay at 20 mT. Whether such waves, or effects left out here such as neutral depletion, account for the zones in pulsed magnetrons remains open.

Numbers in the example were calculated in double precision.
